# The Z2 index of antiferromagnets with time reversal and half translation, part 1

(Sections cited here and not found follow in the second part.)

## The squared symmetry and the planes it acts on

Q: Antiferromagnetic order reverses under time reversal, so time reversal is not a symmetry. How can a Z2 index, which rests on time reversal, be discussed at all?

A: Take moments that alternate from layer to layer. Time reversal $\Theta$ turns every moment over. A shift by one layer then puts each reversed moment where one of that direction stood before. Neither operation is a symmetry alone, but their product is. Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be the lattice vectors of the magnetic crystal, with $\mathbf a_3$ two layers long, and let $T(\mathbf d)$ be the translation by $\mathbf d$. The symmetry is

$$S=\Theta\,T(\mathbf a_3/2).$$

I treat electrons one at a time in a fixed mean field of the moments. They have spin 1/2, so $\Theta^2=-1$.

Q: Then $S$ is antiunitary and contains $\Theta$. Is its square not simply $-1$ as well?

A: The translation is applied twice, and two half translations do not cancel. A translation moves positions and leaves spin and complex conjugation alone, so it commutes with $\Theta$:

$$S^2=\Theta T(\mathbf a_3/2)\,\Theta T(\mathbf a_3/2)=\Theta^2\,T(\mathbf a_3)=-T(\mathbf a_3).$$

On a Bloch state a lattice translation is a phase. I write $k_i=\mathbf k\cdot\mathbf a_i$, so each $k_i$ has period $2\pi$, and

$$|\psi_{\mathbf k}\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,|\mathbf R,u\rangle ,$$

where $u$ lists the amplitudes inside a cell. Moving every cell by $\mathbf a_3$ and renaming $\mathbf R+\mathbf a_3$ as $\mathbf R$ gives

$$T(\mathbf a_3)|\psi_{\mathbf k}\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R+\mathbf a_3,u\rangle=e^{-ik_3}|\psi_{\mathbf k}\rangle .$$

Therefore

$$S^2|\psi_{\mathbf k}\rangle=-e^{-ik_3}|\psi_{\mathbf k}\rangle .$$

The value is $-1$ at $k_3=0$, $+i$ at $k_3=\pi/2$ and $+1$ at $k_3=\pi$.

Q: The square of an antiunitary operator should be real. You have just written $+i$.

A: That rule holds when the operator maps a state to a multiple of itself after two steps within one space. Here $S$ changes the momentum. Since $S$ commutes with $T(\mathbf R)$ and conjugates numbers,

$$T(\mathbf R)S|\psi_{\mathbf k}\rangle=S\,e^{-i\mathbf k\cdot\mathbf R}|\psi_{\mathbf k}\rangle=e^{+i\mathbf k\cdot\mathbf R}S|\psi_{\mathbf k}\rangle ,$$

so $S|\psi_{\mathbf k}\rangle$ has momentum $-\mathbf k$. At $-\mathbf k$ the square is $-e^{+ik_3}$, the conjugate value, as $S\,S^2=S^2S$ requires. A real value is forced where $\mathbf k$ and $-\mathbf k$ are the same momentum, which means that every $k_i$ is 0 or $\pi$. There the value is $-1$ or $+1$.

The phase can be seen in the amplitudes. Let a cell hold layers A and B, in that order along $\mathbf a_3$. The half translation takes A to B of the same cell and B to A of the next cell. After renaming cells, the second move brings a factor $e^{ik_3}$ at momentum $-\mathbf k$:

$$S_{\mathbf k}(u_A,u_B)=(e^{ik_3}\Theta u_B,\ \Theta u_A).$$

Applying the same rule at $-\mathbf k$ gives $e^{-ik_3}\Theta\Theta u_A=-e^{-ik_3}u_A$ in layer A. In layer B it gives $\Theta(e^{ik_3}\Theta u_B)=-e^{-ik_3}u_B$, because $\Theta$ conjugates the phase.

Q: Multiply $S_{\mathbf k}$ by a phase $e^{i\alpha(\mathbf k)}$ and absorb the nuisance. Then the square is $-1$ everywhere.

A: The new square carries the factor $e^{i\alpha(-\mathbf k)}e^{-i\alpha(\mathbf k)}$, where the second sign comes from conjugation. To cancel $e^{-ik_3}$ one needs $\alpha(-\mathbf k)-\alpha(\mathbf k)=k_3$, for instance $\alpha=-k_3/2$. But $e^{-ik_3/2}$ changes sign when $k_3$ grows by $2\pi$, so the new operator is not single valued on the Brillouin zone. No other choice helps: at an invariant momentum with $k_3=\pi$ a periodic phase factor has the same value at $\mathbf k$ and $-\mathbf k$, the two factors cancel, and the square stays $+1$.

Q: What does the sign do to the energy levels?

A: Antiunitarity means $\langle Sa|Sb\rangle=\langle b|a\rangle$. At an invariant momentum with $k_3=0$, put $a=S\psi$ and $b=\psi$:

$$\langle\psi|S\psi\rangle=\langle S S\psi|S\psi\rangle=\langle S^2\psi|S\psi\rangle=-\langle\psi|S\psi\rangle=0 .$$

The state $S\psi$ has the same energy and is orthogonal to $\psi$: this is a Kramers pair. With $S^2=+1$ the same line says nothing. One can instead form $v+Sv$, which $S$ leaves unchanged, and build a basis of such "real" vectors. A single level is then allowed.

Q: So I could look for pairs, and the paired plane would be the one with the index?

A: Not if the crystal has inversion $P$ about a layer. Inversion leaves the moments, which are axial vectors, unturned and maps the alternating stack to itself. It obeys $P^2=1$, commutes with $\Theta$, and reverses the half translation, so

$$(PS)^2=\Theta^2\,P\,T(\mathbf a_3/2)\,P\,T(\mathbf a_3/2)=-T(-\mathbf a_3/2)\,T(\mathbf a_3/2)=-1 .$$

$PS$ keeps $\mathbf k$ fixed, and every band is then doubly degenerate at every momentum, including $k_3=\pi$. Pairing alone is therefore no sign of an index.

Q: Which planes can carry an index from $S$ in the first place?

A: A plane that $S$ maps to itself. At a generic fixed $k_3$ the symmetry relates the plane to another one, at $-k_3$, and constrains neither by itself. Among the coordinate planes the invariant ones are $k_i=0$ and $k_i=\pi$, six in all. On $k_3=0$ the square is $-1$ throughout; on $k_3=\pi$ it is $+1$ throughout. The other four, such as $k_1=0$, contain a line of each kind.

Q: The absence of Kramers pairs does not prove the absence of an index. I want one argument that treats all six planes.

A: Suppose $n$ bands are occupied and separated by a gap on the plane. Use coordinates $(q,p)$, each with period $2\pi$, which $S$ sends to $(-q,-p)$. The half with $0\le q\le\pi$ is a cylinder, closed in $p$. Its edges $q=0$ and $q=\pi$ are each mapped to themselves with $p\to-p$. For the planes of fixed $k_3$ take $q=k_1$, $p=k_2$. For a mixed plane take $q=k_3$ and let $p$ be the remaining coordinate. Then $S^2$ is constant on each edge in every case.

A frame $\Phi$ is a matrix whose $n$ columns are orthonormal and span the occupied space. I ask whether a continuous frame on the cylinder can be made to respect $S$ on its edges. If it can, its image under $S$ supplies the other half of the plane.

Q: First tell me what respecting $S$ means on an edge, and why such a frame exists.

A: The condition is

$$\Phi(-p)=S\Phi(p)\,R .$$

For $S^2=+1$, $R=1$. For $S^2=-1$, $n$ is even by the Kramers pairing, and $R=\mathcal J$, made of blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Column by column, with $\varphi_j$ the columns of $\Phi$, this reads $\varphi_{2j}(-p)=S\varphi_{2j-1}(p)$ and $\varphi_{2j-1}(-p)=-S\varphi_{2j}(p)$. Used twice it gives $\Phi=S^2\Phi\,\mathcal J^2$, which is consistent because both squares are $-1$.

At $p=0$ and $p=\pi$ choose Kramers pairs or real vectors. Carry the frame at $p=0$ continuously to $p=\pi$. It arrives as some unitary matrix times the chosen frame there. The group $U(n)$ is connected, so that mismatch can be removed gradually on the way. The condition then defines the frame for negative $p$, and it joins up at both ends.

Q: And without symmetry, does a continuous frame exist on the whole cylinder?

A: Yes. Carry a frame once around the edge $q=0$. It returns multiplied by a unitary matrix $e^{iX}$ with $X$ Hermitian; multiplying by $e^{-iXp/2\pi}$ on the way makes it periodic. Then carry that frame along $q$, separately for every $p$, by parallel transport. The result is continuous and remains periodic in $p$.

Relative to this cylinder frame, a symmetric frame on an edge is $\Phi_{\rm cyl}U(p)$, with $U$ a closed loop in $U(n)$. Call $w_0$ and $w_\pi$ the windings of $\det U$ on the two edges. The frames on the edges can be joined across the cylinder if one loop can be deformed into the other. Loops in $U(n)$ are classified by the winding of their determinant, since $SU(n)$ is simply connected. The obstruction is thus the integer

$$D=w_0-w_\pi .$$

Q: That depends on a cylinder frame you invented. Is there a formula without it?

A: Define $a_i=\mathrm{Im}\,\mathrm{tr}\,\Phi^\dagger\partial_i\Phi$, the edge phase $L=\oint a_p\,dp$, and $F=\partial_pa_q-\partial_qa_p$. If $\Phi'=\Phi U$, then $\mathrm{tr}\,\Phi'^\dagger\partial_i\Phi'=\mathrm{tr}\,\Phi^\dagger\partial_i\Phi+\partial_i\ln\det U$. So $a_i$ gains the gradient of the phase of $\det U$, $F$ does not change, and $L$ gains $2\pi$ times the winding. For the continuous cylinder frame, the $\partial_pa_q$ term integrates to zero around $p$, leaving

$$\int F\,dq\,dp=L_{\rm cyl}(0)-L_{\rm cyl}(\pi).$$

The symmetric edge frames have $L(0)=L_{\rm cyl}(0)+2\pi w_0$ and $L(\pi)=L_{\rm cyl}(\pi)+2\pi w_\pi$. Subtracting gives

$$D=\frac1{2\pi}\left[L(0)-L(\pi)-\int F\,dq\,dp\right].$$

Q: But you may still choose other symmetric frames on the edges. Does $D$ survive that?

A: This is where the sign of $S^2$ decides. Let $\Phi'=\Phi U$ be another symmetric frame on one edge. The condition for $\Phi'$ is $\Phi(-p)U(-p)=S\bigl(\Phi(p)U(p)\bigr)R=S\Phi(p)\,U(p)^*R$. Its left side is $S\Phi(p)\,R\,U(-p)$, so

$$U(-p)=R^{-1}U(p)^*R,\qquad \det U(-p)=[\det U(p)]^* .$$

Write $\det U=e^{i\chi(p)}$ with $\chi$ continuous from $-\pi$ to $\pi$. The relation gives $\chi(-p)=2\chi(0)-\chi(p)$, and the winding is

$$w=\frac{\chi(\pi)-\chi(-\pi)}{2\pi}=\frac{\chi(\pi)-\chi(0)}{\pi}.$$

If $S^2=+1$, $U$ is real at $p=0$ and $\pi$, so its determinant is $\pm1$ there. Then $\chi(\pi)-\chi(0)$ is any multiple of $\pi$ and $w$ any integer. The choice $U=\mathrm{diag}(e^{iwp},1,\dots,1)$ realizes each one.

If $S^2=-1$, the condition at these points is $\mathcal JU=U^*\mathcal J$. Multiplying by $U^T$ and using $U^TU^*=1$ gives $U^T\mathcal JU=\mathcal J$. The Pfaffian of the left side is $\det U\,\mathrm{Pf}\mathcal J$, so $\det U=1$. Now $\chi(\pi)-\chi(0)$ is a multiple of $2\pi$, and $w$ is even. Every even value occurs: multiply one pair of columns by $e^{iwp/2}$.

Q: Then state what follows for the six planes.

A: On $k_3=0$ both edges have $S^2=-1$. $D$ can be changed by even numbers and by no others, so $D$ mod 2 is an index. While the gap on this plane stays open, the frames can be followed continuously and the integer cannot jump.

On $k_3=\pi$ both edges have $S^2=+1$, and on a mixed plane one edge does. A gauge change on such an edge brings $D$ to zero. The frame then covers the cylinder, and

$$\Phi(-\mathbf k)=S_{\mathbf k}\Phi(\mathbf k)R$$

extends it to the entire plane. On a mixed plane $R$ must be $\mathcal J$ at $k_3=0$ and $1$ at $k_3=\pi$; any fixed continuous path in $U(n)$ between them serves. Two insulators with such frames $\Phi_1,\Phi_2$ and the same $n$ are related by $\Phi_2\Phi_1^\dagger$, which maps one occupied space onto the other and commutes with the action of $S$. No index of the occupied bands under $S$ can separate them.

Q: Could the plane $k_3=0$ hide a second index beyond the parity?

A: No. Take two insulators with equal $n$ and equal parity, and choose edge gauges that make their $D$ equal. Let each cylinder frame agree with the symmetric frame at $q=0$. At $q=\pi$ the two mismatch loops have the same winding, so one cylinder frame can be adjusted near that edge until the loops coincide. Then $\Phi_2\Phi_1^\dagger$ again respects $S$ on both edges and extends to the plane. The parity is the whole classification for given $n$.

## A layered model and its numbers

The symmetry is $S=\Theta T(\mathbf a_3/2)$, with $S^2=-e^{-ik_3}$ and $k_i=\mathbf k\cdot\mathbf a_i$. A half plane has coordinates $0\le q\le\pi$ and periodic $p$. Its obstruction is $D=[L(0)-L(\pi)-\int F]/2\pi$, where $L$ is the phase of an $S$-symmetric frame around an edge and $F$ the trace of the Berry curvature. $D$ mod 2 is an index when $S^2=-1$ on both edges, as on $k_3=0$. It is not one if an edge has $S^2=+1$.

Among the six invariant coordinate planes, only $k_3=0$ carries an index from $S$, and the parity of $D$ is the whole classification there for a given number of occupied bands. It remains to see how the choice of half translation enters, to compute the index in a layered model, and to ask what it means at crystal faces and in a real material.
